# Gate charge and charge balance in finite-element Poisson-Schrödinger calculations

A silicon fin, 6 nm wide and 8 nm high, carries −218.146 aC/µm of electrons in a self-consistent calculation. A back plane below it carries −60.317 aC/µm. The gate should therefore carry +278.463 aC/µm. Differentiating the computed potential along the gate gives 272.628 aC/µm. Redrawing the diagonals of the mesh cells gives 265.225 aC/µm, although no nodal potential has changed. The residuals of the finite-element equations at the gate nodes give 278.463 aC/µm in both cases. Where do the missing 5.8 and 13.2 aC/µm go?

## The device and the two definitions

The gate covers the top and sides of the fin through 1 nm of oxide and continues outward over a 10 nm buried oxide. Gate and back plane are held at $+0.5$ V and $-0.5$ V. The zero of potential is the value at which the silicon conduction edge meets the Fermi level. The device is uniform along its length, so charges are per unit length. The cross-section ends at two vertical sides where zero normal flux is imposed.

The potential obeys
$$-\nabla\cdot(\varepsilon\nabla\phi)=\rho .$$
Let $n$ point out of the dielectric into the metal. There is no field in the metal, so its surface charge is the component of $D=-\varepsilon\nabla\phi$ pointing into the dielectric:
$$\sigma=D\cdot(-n)=\varepsilon\,\partial_n\phi .$$

Now multiply Poisson's equation by a shape function $N_i$, which is 1 at node $i$ and 0 at the other nodes, and integrate by parts:
$$\oint \varepsilon\,\partial_n\phi\,N_i\,ds=\int\varepsilon\nabla\phi\cdot\nabla N_i\,dA-\int\rho N_i\,dA .$$
For an electrode node the left side is the metal charge weighted by $N_i$. This suggests two recipes for the computed potential $\phi_h=\sum_j\phi_jN_j$. The first evaluates the left side with $N_i$ summed over the gate nodes,
$$Q_{\rm der}=\int_{\rm gate}\varepsilon\,\partial_n\phi_h\,ds .$$
The second evaluates the right side,
$$Q_{\rm res}=\sum_{i\in{\rm gate}}R_i,\qquad R_i=\sum_jK_{ij}\phi_j-b_i,$$
with $K_{ij}=\int\varepsilon\nabla N_i\cdot\nabla N_j\,dA$ and $b_i=\int\rho N_i\,dA$. The recipes agree for the true potential, but $\phi_h$ satisfies only the equations $R_i=0$ at the free nodes.

## Why the residuals balance

The shape functions of all nodes, electrode nodes included, add up to 1. Hence
$$\sum_iK_{ij}=\int\varepsilon\,\nabla\Big(\sum_iN_i\Big)\cdot\nabla N_j\,dA=0,$$
because the gradient of a constant vanishes. Summing $R_i$ over all nodes removes the potential altogether:
$$\sum_{\rm electrodes}R_i+\sum_{\rm free}R_i=-\sum_ib_i .$$
When the free equations are solved, the second sum is zero and
$$\sum_{\rm electrodes}R_i+\sum_ib_i=0 .$$

No small element size was assumed. The constant function 1 can be represented on the mesh, and testing with it is Gauss's law for the whole device. If a nonzero flux $g=\varepsilon\partial_n\phi$ is prescribed on a side, $\int gN_i\,ds$ must be subtracted in each $R_i$, and the total of $g$ joins the balance.

For the fin, the sum is
$$278.463-60.317-218.146=0.000\ {\rm aC/\mu m}.$$
The unrounded remainder is $-3.6\times10^{-16}$ of the channel charge, which is round-off.

## First contribution: space charge in the gate element

One dimension isolates the simplest error. Put the gate at $x=0$ and let the first linear element have length $h$. There $N_0=1-x/h$, so
$$R_0=\varepsilon\frac{\phi_0-\phi_1}{h}-\int_0^h\rho N_0\,dx .$$
The outward normal is $-x$, so the differentiated charge is the first term alone. Therefore
$$Q_{\rm res}-Q_{\rm der}=-\int_0^h\rho N_0\,dx .$$

A constant slope can describe only one value of flux in the element, while the true flux changes as it passes through charge. If the gate element holds no charge, the two recipes coincide. This is the case of a one-dimensional capacitor with clean oxide and linear elements.

A linearly screened layer shows the size of the effect. Let $\rho=-\varepsilon\phi/\lambda^2$, with screening length $\lambda$, gate potential $V$, and zero flux at $x=5\lambda$. To leading order in $h$ the omitted charge is
$$\frac{\varepsilon}{\lambda^2}\int_0^hV\Big(1-\frac xh\Big)dx=\frac{\varepsilon Vh}{2\lambda^2}.$$
The true charge is $(\varepsilon V/\lambda)\tanh5\approx\varepsilon V/\lambda$, so the relative loss is about $h/2\lambda$. With 20 elements, $h=\lambda/4$ and the estimate is 12.5 %; the computed error is 11.32 %. With 40 elements it is 5.94 %, close to half.

In the fin calculation the wavefunctions vanish at the oxide, so this contribution is zero. The gap there has another origin.

## Second contribution: charge on the element edges

On linear triangles $\nabla\phi_h$ is constant inside each element and jumps between elements. Let $w=\sum_{i\in{\rm gate}}N_i$, which is 1 on the gate and falls to 0 across the first layer of elements. In a triangle $T$ with constant $\varepsilon$, $\nabla\cdot(\varepsilon\nabla\phi_h)=0$, so integration by parts leaves boundary terms alone:
$$\int_T\varepsilon\nabla\phi_h\cdot\nabla w\,dA=\oint_{\partial T}w\,\varepsilon\,\partial_{n_T}\phi_h\,ds .$$

Sum over triangles. Gate edges give $Q_{\rm der}$. The back plane gives nothing, since $w=0$ there. Each interior edge occurs twice, with opposite normals, and gives
$$\sigma_e=\varepsilon_1\partial_{n_1}\phi_h+\varepsilon_2\partial_{n_2}\phi_h .$$
This is the flux of $D$ leaving the edge on its two sides, hence a sheet charge carried by the edge in the computed field. Subtracting $\int\rho w\,dA$ gives
$$Q_{\rm res}=Q_{\rm der}+\sum_e\int_e w\sigma_e\,ds+\int_{\rm sides}w\,\varepsilon\,\partial_n\phi_h\,ds-\int\rho w\,dA .$$

The same identity with $w$ replaced by $N_i$ at a free node has $R_i=0$ on the left. Away from the boundary it reads
$$\sum_e\int_eN_i\sigma_e\,ds=\int\rho N_i\,dA .$$
The edge charges thus stand in for the real charge, in weighted average, around every free node. No such equation is imposed at gate nodes, so their share of the edge charge is uncontrolled.

Setting $w=1$ everywhere shows what differentiation does conserve:
$$0=\sum_{\rm electrodes}Q_{\rm der}+\sum_e\int_e\sigma_e\,ds+\int_{\rm sides}\varepsilon\,\partial_n\phi_h\,ds .$$
The differentiated charges obey Gauss's law too, but for the edge charges and the side leakage, not for the electrons.

For the fin on the 0.25 nm mesh with uniform diagonals, the edge term evaluated from the jumps is 5.834 aC/µm. Added to 272.628 it gives 278.462, which is $Q_{\rm res}$ within rounding.

## Where the edge charge sits

The mesh has square cells of side $h$, each cut into two right triangles. The energy integral of one triangle is
$$\int_T\varepsilon|\nabla\phi_h|^2dA=\varepsilon\,\frac{h^2}{2}\left[\frac{(\Delta_x\phi)^2}{h^2}+\frac{(\Delta_y\phi)^2}{h^2}\right]=\frac{\varepsilon}{2}\left[(\Delta_x\phi)^2+(\Delta_y\phi)^2\right],$$
where the differences run along its two legs. The two triangles together use all four cell sides, whichever diagonal is drawn. Thus $K$ does not depend on the diagonal. The nodal quadrature used for the electrons does not depend on it either, so the potentials and the residuals stay the same.

Let $d$ be the gate potential minus the potential of a free node next to the gate. With no charge at gate nodes, each link between a gate node and such a neighbour adds $\varepsilon d$ to $Q_{\rm res}$, if both adjoining cells are oxide. In $Q_{\rm der}$, a gate edge of length $h$ has normal field $d/h$ and also adds $\varepsilon d$, but $d$ belongs to the third corner of its triangle. The diagonal decides which neighbour that is.

On a flat electrode this choice merely shifts the sampling by one node. For the back plane, the residual sum gives half weight to the two end nodes, while the derivative counts one end fully and the other not at all. The device is mirror symmetric, so the ends have equal $d$ and the results agree: both are −60.317 aC/µm.

The gate has a foot on each side, where its vertical wall meets the buried-oxide surface. The foot node has two free neighbours, one beside it and one below. With all diagonals rising to the right, both neighbours are third corners of gate edges at the right foot, and neither is at the left foot. Elsewhere along the gate the totals agree, again by symmetry of the far ends. The deficit is therefore
$$Q_{\rm res}-Q_{\rm der}=\varepsilon_{\rm ox}(d_{\rm beside}+d_{\rm below})\quad\text{at the left foot}.$$
Since $\varepsilon_{\rm ox}=3.9\,\varepsilon_0=34.5$ aC/(µm V), the deficit of 5.834 aC/µm means that the two drops add up to 0.169 V.

The asymmetry is visible in the halves of the gate. Differentiation assigns 132.613 aC/µm to the left half and 140.016 to the right half of a symmetric device; the residuals assign 139.231 to each. If the diagonals are mirrored so that both feet are treated like the left one, the derivative must give $2\times132.613=265.226$ aC/µm. This is the second value of the opening, within rounding. Its deficit of 13.238 aC/µm exceeds two foot deficits of 5.834 by 1.570. The mirrored diagonals also skip the node below the top centre, which loses charge, and count both far ends fully instead of by half, which gains a smaller amount.

Refinement removes this error slowly. Near the foot the oxide fills an angle of $3\pi/2$. A potential drop that satisfies Laplace's equation and vanishes on both metal faces has the leading form $r^\alpha\sin\alpha\theta$ with $\alpha\,(3\pi/2)=\pi$, so $\alpha=2/3$. The drop to a neighbour at distance $h$ then scales as $h^{2/3}$, and halving $h$ should divide the deficit by $2^{2/3}=1.59$. The deficits on the 1, 0.5 and 0.25 nm meshes are 15.2, 9.35 and 5.83 aC/µm, with ratios 1.63 and 1.60.

## Third contribution: leakage through the sides

Zero flux at the sides is imposed through the weighted equations, so $\partial_n\phi_h$ need not vanish there point by point. The part weighted by $w$ comes from the elements where the gate meets the sides. In this example it prints as 0.000 aC/µm. The sides lie 6 nm beyond the feet, where the potential hardly varies horizontally. A side placed close to a foot would leak more, although the weighted zero-flux condition still keeps the term small.

## Fourth contribution: equations not yet solved

In a Poisson-Schrödinger loop the density changes after each Schrödinger solution. The electrons occupy subbands $k$ with line density
$$N_k=\frac{4}{2\pi}\int_{-\infty}^{\infty}\frac{dk_z}{1+\exp[(E_k+\hbar^2k_z^2/2m_z-E_F)/k_BT]},$$
where 4 counts two spins and a pair of equivalent valleys. The fin's length, width and height are taken along the cubic crystal axes, which fixes the masses. If a new density is combined with the old potential, the free residuals do not vanish and the imbalance is $-\sum_{\rm free}R_i$.

The first Schrödinger solution uses the potential of an empty device and gives an imbalance of $-37.0$ times the final channel charge magnitude. The empty device was balanced, so this is simply the first, far too large, electron charge. The next solutions give $0.101$, $3.3\times10^{-3}$ and $1.4\times10^{-4}$. A final linear Poisson solution with the density held fixed brings the balance to round-off.

That last step would balance any density. Random electron charges placed on the 1 nm mesh balance to $4.3\times10^{-16}$ of their total. Charge balance therefore tests only whether the free residuals add up to zero, as they must when Poisson's equation is solved for the given load. It does not show that each residual vanishes, and it says nothing about whether the load is right.

## Fifth contribution: counting the electrons by another rule

Let $A_i$ be the area belonging to node $i$. With nodal quadrature the wavefunctions are normalized by $\sum_iA_i|\psi_{ki}|^2=1$, and
$$b_i=-qA_i\sum_kN_k|\psi_{ki}|^2,\qquad \sum_ib_i=-q\sum_kN_k .$$
The gate and back plane together then balance the subband occupations themselves.

Suppose the same nodal values are instead interpolated linearly, squared and integrated. The square of an average is never larger than the average of the squares, so the reported charge shrinks. In the fin, an imbalance of 1.16 % of the channel charge appears. Nothing is wrong with the gate charge: the electrons have been counted by a rule that the Poisson equation did not use.

## Balance is not accuracy

For the screened layer, the residual charge is also more accurate, for a separate reason. Define
$$a(u,v)=\int\varepsilon\,(u'v'+uv/\lambda^2)\,dx .$$
The weak equation gives $Q=a(\phi,v)$ for any $v$ with $v(0)=1$. Choosing $v=\phi/V$ gives $QV=a(\phi,\phi)$, and likewise $Q_{\rm res}V=a(\phi_h,\phi_h)$ if the charge term is integrated without quadrature error. The error $e=\phi-\phi_h$ vanishes at the gate, so $a(\phi,e)=0$. Expanding with $\phi_h=\phi-e$,
$$Q_{\rm res}V=a(\phi,\phi)-2a(\phi,e)+a(e,e)=QV+a(e,e).$$
For a smooth solution $e'$ is of order $h$, so the charge error is of order $h^2$. It is 0.260 % with 20 elements and 0.065 % with 40.

This argument does not carry over unchanged to the fin, which has a nonlinear quantum density, nodal quadrature and sharp corners. Its residual gate charge is 281.9, 280.4 and 278.5 aC/µm on the three meshes. The second change is larger than the first, so these three values show no settled order of convergence, and 278.5 should not be read as a converged limit. Halving the mesh twice more lowers it to 277.9 and 277.7 aC/µm and moves the channel charge from −218.1 to −217.6 and −217.4 aC/µm. The charges quoted for the 0.25 nm mesh are thus about 0.3 % too large in magnitude, and their further digits serve only to show the balance. The percentages quoted below for the derivative in the fin are relative to the residual charge on the same mesh.

## Weighing the errors against the physics

On the finest mesh, differentiation loses 2.1 % or 4.8 % of the gate charge, depending on the diagonals. Letting the wavefunctions enter the oxide, with a 3.1 eV barrier and the electrode potentials fixed, raises the gate charge by 5.5 % and the channel charge by 7.2 %. These sizes are too low, because the decay length of 0.17 nm is shorter than the mesh spacing. They are 3.5 % and 4.6 % on the 0.5 nm mesh and 6.6 % and 8.6 % on a 0.125 nm mesh, and they are still rising there. Heating to 85 °C at fixed potentials and band parameters, computed on the 0.5 nm mesh, raises the channel charge by 1.8 %. An error of differentiation can thus hide, or imitate, a physical correction of interest.

The channel charge corresponds to 0.99 µC/cm² of gated fin surface, or about $6\times10^{12}$ electrons per cm², a plausible level for a transistor that is switched on. The width and oxide thickness are roughly those of scaled devices; an 8 nm height is low for a fin and closer to a nanowire. The mean oxide field, 3.0 MV/cm at the top centre and about 3.2 MV/cm at mid-height of the sidewalls, is well below the rough 10 MV/cm at which thin oxides break down. This does not cover the sharp edges. At a perfectly sharp foot the ideal field grows without limit as $r^{-1/3}$. At the corners of the silicon the jump in permittivity also allows the ideal oxide field to grow without limit, though more weakly, as about $r^{-0.16}$; the growth is clearest at the upper corners. The peak fields at both places depend on how the real edges are rounded. The exponential tunnelling factor is about $6\times10^{-6}$, which is not itself a current. Of the departures sized here, real devices break the hard-wall assumption most strongly. Variation from source to drain, exchange and correlation, and nonparabolic bands are left out and not sized. Nor is the change of masses in fins that run along ⟨110⟩, a common choice in practice. The fin under a gate 20 nm long would hold about 27 electrons, so the smooth average charge also hides the effect of individual carriers. The numerical output lists the main values for the 1, 0.5 and 0.25 nm meshes.

## Numbers as computed

```
Fin width, height: 6, 8 nm
Gate oxide, buried oxide: 1, 10 nm
Half width of simulated region: 10 nm
Gate, back-plane potential: 0.5, -0.5 V
Relative permittivity Si, oxide: 11.7, 3.9
Si masses long., transv.; oxide mass: 0.916, 0.19; 0.5 m0
Oxide barrier: 3.1 eV; temperature: 300 K
Gate charge (aC/um): residual | derivative, uniform | mirrored diagonals
  mesh 1.00 nm: 281.890 | 266.679 | 245.151
    derivative error vs residual: -5.40, -13.03 %
  mesh 0.50 nm: 280.400 | 271.047 | 258.518
    derivative error vs residual: -3.34, -7.80 %
  mesh 0.25 nm: 278.463 | 272.628 | 265.225
    derivative error vs residual: -2.10, -4.75 %
Values below: 0.25 nm mesh, uniform diagonals, unless stated
Back-plane charge, residual: -60.317 aC/um
Back-plane charge, derivative: -60.317 aC/um
Channel charge: -218.146 aC/um
Channel charge per gated fin surface: -0.992 uC/cm2
Balance, residual / |channel charge|: -3.6e-16
Balance, derivative: -5.834 aC/um
Balance, derivative / |channel charge|: -2.67 %
Gate edge-jump term: 5.834 aC/um
Gate side-leakage term: 0.000 aC/um
Derivative charge, left, right half: 132.613, 140.016 aC/um
Residual charge, left, right half: 139.231, 139.231 aC/um
Imbalance/|channel|, Schrodinger solve 1: -3.70e+01
Imbalance/|channel|, Schrodinger solve 2: 1.01e-01
Imbalance/|channel|, Schrodinger solve 3: 3.28e-03
Imbalance/|channel|, Schrodinger solve 4: 1.38e-04
Imbalance/|channel|, Schrodinger solve 5: 6.77e-06
Schrodinger solves to convergence: 15
Random density on 1 nm mesh, relative balance: 4.3e-16
Other quadrature, imbalance/|channel|: 1.16 %
1D screened layer, 20 elements: residual error 0.260 %, derivative -11.32 %
1D screened layer, 40 elements: residual error 0.065 %, derivative -5.94 %
Lowest subband below Fermi level: 12.8 meV = 0.49 kT
Oxide field, top centre: 2.96 MV/cm
Oxide decay length: 0.166 nm; tunnelling factor: 5.9e-06
Electrons under 20 nm gate: 27.2
Penetration changes channel charge by 7.2 %
Penetration changes gate charge by 5.5 %
85 C changes channel charge (0.5 nm mesh) by 1.82 %
```
